# CAM-B3LYP Exact-Exchange Parameters in Three Range-Separation Conventions

## Question

Hartree atomic units are used and the orbitals are real. CAM-B3LYP replaces the Coulomb kernel in the exact-exchange term by

$$
w(r)=\frac{\alpha+\beta\,\mathrm{erf}(\mu r)}{r},\qquad \alpha=0.19,\quad \beta=0.46,\quad \mu=0.33\ \text{bohr}^{-1},
$$

where $r$ is the distance between two electrons. For any kernel $g(r)$, the exchange matrix in a basis $\{\chi_i\}$ is

$$
K_{ij}[g]=\sum_{kl}P_{kl}\,(ik|lj)_g,
$$

$$
(ik|lj)_g=\iint \chi_i(\mathbf r_1)\chi_k(\mathbf r_1)\,g(r_{12})\,\chi_l(\mathbf r_2)\chi_j(\mathbf r_2)\,d^3r_1\,d^3r_2 .
$$

Here $P$ is the spin-summed density matrix. The matrices $K_{\rm full}$, $K_{\rm SR}$ and $K_{\rm LR}$ belong to the kernels $1/r$, $\mathrm{erfc}(\mu r)/r$ and $\mathrm{erf}(\mu r)/r$. Three conventions are compared for the matrix $K[w]$:

- alpha-beta: $\alpha K_{\rm full}+\beta K_{\rm LR}$
- short-long fractions: $c_SK_{\rm SR}+c_LK_{\rm LR}$
- full-plus-short-range: $fK_{\rm full}+sK_{\rm SR}$

Only the exact-exchange term is considered; the semilocal exchange and the correlation of the functional are left aside.

**(a)** Find $c_S,c_L,f,s$ and the inverse relations. Show that the coefficients are unique.

**(b)** Interpret the coefficients through $r\,w(r)$, and examine the limits $\mu\to0$ and $\mu\to\infty$.

**(c)** For H$_2$ in a minimal basis, derive $K_{11}$ and $K_{12}$. Evaluate all three forms from the integrals given with that part.

**(d)** Reduce an integral over s-type Gaussian functions with an arbitrary kernel to a radial integral, so that $K[w]$ can be found without splitting $w$.

**(e)** For water, find the exchange energy in each convention, and the error made when the pair $(0.19,\,0.46)$ is put unchanged into each of the other two conventions.

## Model answers

### (a) Translation

The definition $\mathrm{erfc}(x)=1-\mathrm{erf}(x)$ gives

$$
\frac1r=\frac{\mathrm{erfc}(\mu r)}r+\frac{\mathrm{erf}(\mu r)}r .
$$

The kernel enters $K_{ij}[g]$ linearly, so for any fixed $P$

$$
K_{\rm full}=K_{\rm SR}+K_{\rm LR}. \tag{1}
$$

The same linearity turns the definition of $w$ into $K[w]=\alpha K_{\rm full}+\beta K_{\rm LR}$. Eliminating $K_{\rm full}$ with (1),

$$
K[w]=\alpha(K_{\rm SR}+K_{\rm LR})+\beta K_{\rm LR}
=\alpha K_{\rm SR}+(\alpha+\beta)K_{\rm LR}.
$$

Eliminating instead $K_{\rm LR}=K_{\rm full}-K_{\rm SR}$,

$$
K[w]=\alpha K_{\rm full}+\beta(K_{\rm full}-K_{\rm SR})
=(\alpha+\beta)K_{\rm full}-\beta K_{\rm SR}.
$$

Therefore

$$
c_S=\alpha=0.19,\qquad c_L=\alpha+\beta=0.65,
$$

$$
f=\alpha+\beta=0.65,\qquad s=-\beta=-0.46 .
$$

The inverse relations are

$$
\alpha=c_S,\quad \beta=c_L-c_S;\qquad\qquad \alpha=f+s,\quad \beta=-s .
$$

For uniqueness, multiply the kernel of each form by $r$ and compare the two ends of the range, using $\mathrm{erf}(0)=0$ and $\mathrm{erf}(\infty)=1$:

| Form | $r\to0$ | $r\to\infty$ |
|---|---|---|
| alpha-beta | $\alpha$ | $\alpha+\beta$ |
| short-long | $c_S$ | $c_L$ |
| full-plus-short | $f+s$ | $f$ |

If the kernels agree at all $r$, the entries in each column must agree. These are two equations for two unknowns in each convention, and they have the single solution found above.

The letters attached to the numbers can mislead. The libxc data for CAM-B3LYP hold $0.65$ and $-0.46$, which are $f$ and $s$. The inverse relations return $\alpha=0.65-0.46=0.19$ and $\beta=0.46$. The kernel that a number multiplies, and not its name, decides the convention.

### (b) Meaning and limits

The product $r\,w(r)=\alpha+\beta\,\mathrm{erf}(\mu r)$ is the fraction of the Coulomb kernel that is kept at separation $r$:

| $r$ (bohr) | fraction |
|---|---|
| $10^{-10}$ | 0.1900 |
| 1 | 0.3553 |
| 3.03 | 0.5776 |
| 10 | 0.6500 |

The third row is $r=1/\mu$. The fraction rises smoothly from 0.19 to 0.65, so $\beta=0.46$ is the increase between the two ends and not the long-range fraction. In the full-plus-short form, 65% of full-range exchange is taken first. The negative $s$ then removes the surplus at short range, leaving $0.65-0.46=0.19$ there. The negative sign does not make the total kernel negative.

When $\mu\to0$, $\mathrm{erf}(\mu r)\to0$ at every finite $r$. Then $K_{\rm LR}\to0$ and $K_{\rm SR}\to K_{\rm full}$ for a finite molecule, and the three forms become $\alpha K_{\rm full}$, $c_SK_{\rm full}$ and $(f+s)K_{\rm full}$. All are $0.19K_{\rm full}$, a global hybrid.

When $\mu\to\infty$, $K_{\rm SR}\to0$ and $K_{\rm LR}\to K_{\rm full}$. The forms become $(\alpha+\beta)K_{\rm full}$, $c_LK_{\rm full}$ and $fK_{\rm full}$, all equal to $0.65K_{\rm full}$.

### (c) The hydrogen molecule

**Data.** The bond length is 1.4 bohr and the basis is STO-3G, with one function on each atom and overlap $S=0.659318$. The integrals, in hartree, are:

| Kernel | $(11\vert11)$ | $(11\vert12)$ | $(12\vert12)$ | $(11\vert22)$ |
|---|---|---|---|---|
| full | 0.774606 | 0.444108 | 0.297029 | 0.569676 |
| SR | 0.444487 | 0.231707 | 0.156562 | 0.257249 |
| LR | 0.330119 | 0.212401 | 0.140467 | 0.312427 |

**Density matrix.** The normalized bonding orbital is $(\chi_1+\chi_2)/\sqrt{2(1+S)}$. It holds two electrons, so every element of $P$ is

$$
P_{kl}=2\cdot\frac{1}{2(1+S)}=\frac1{1+S}=0.602657 .
$$

**Matrix elements.** Writing out the four terms of each sum,

$$
K_{11}=\frac{(11|11)+(11|21)+(12|11)+(12|21)}{1+S},
$$

$$
K_{12}=\frac{(11|12)+(11|22)+(12|12)+(12|22)}{1+S}.
$$

Real functions may be exchanged within a pair, and the two pairs may be exchanged because $r_{12}=r_{21}$. Hence $(11|21)=(12|11)=(11|12)$ and $(12|21)=(12|12)$. Reflection of the molecule interchanges the labels 1 and 2, which gives $(12|22)=(21|11)=(11|12)$. Thus

$$
K_{11}=\frac{(11|11)+2(11|12)+(12|12)}{1+S},
$$

$$
K_{12}=\frac{(11|22)+2(11|12)+(12|12)}{1+S}.
$$

For the full kernel,

$$
K_{11}=0.602657\,(0.774606+0.888216+0.297029)=1.181118 .
$$

The other elements follow in the same way (hartree):

| Kernel | $K_{11}$ | $K_{12}$ |
|---|---|---|
| full | 1.181118 | 1.057615 |
| SR | 0.641506 | 0.528666 |
| LR | 0.539611 | 0.528949 |

**The three forms.** For the diagonal element,

$$
\begin{aligned}
0.19(1.181118)+0.46(0.539611)&=0.472633,\\
0.19(0.641506)+0.65(0.539611)&=0.472633,\\
0.65(1.181118)-0.46(0.641506)&=0.472634 .
\end{aligned}
$$

The last digit of the third line differs because the inputs are rounded; with unrounded inputs it is 0.472633. For the off-diagonal element,

$$
\begin{aligned}
0.19(1.057615)+0.46(0.528949)&=0.444263,\\
0.19(0.528666)+0.65(0.528949)&=0.444263,\\
0.65(1.057615)-0.46(0.528666)&=0.444263 .
\end{aligned}
$$

By symmetry $K_{22}=K_{11}$ and $K_{21}=K_{12}$, so the whole matrices agree.

**Why the two long-range elements are close.** For small $x$, $\mathrm{erf}(x)\approx2x/\sqrt\pi$, so the LR kernel is nearly the constant $C=2\mu/\sqrt\pi$ when $\mu r\ll1$. A constant kernel factorizes the integral, $(ik|lj)=C\,S_{ik}S_{lj}$, where $S_{ik}$ is the overlap matrix. Each of its rows sums to $1+S$, and therefore

$$
K_{ij}=\frac{C}{1+S}\Big(\sum_kS_{ik}\Big)\Big(\sum_lS_{lj}\Big)=C(1+S)
$$

for every $i,j$. In this limit $K_{11}=K_{12}$. At $\mu=0.33$ the ratio $K_{12}/K_{11}$ is 0.980 for LR and 0.824 for SR. The limit itself is not reached: $C(1+S)=0.618$ hartree, and $K_{11}$ and $K_{12}$ lie 13% and 14% below this value. The next term of the expansion shows why they nevertheless stay close to each other. With $n_i=\chi_i(\chi_1+\chi_2)$, $K_{ij}=(1+S)^{-1}\iint n_i(\mathbf r_1)\,g(r_{12})\,n_j(\mathbf r_2)\,d^3r_1\,d^3r_2$, and the LR kernel is $g\approx C(1-\mu^2r_{12}^2/3)$. Put the origin at the bond midpoint and write $r_{12}^2=r_1^2+r_2^2-2\,\mathbf r_1\cdot\mathbf r_2$. By reflection symmetry the terms $r_1^2$ and $r_2^2$ lower $K_{11}$ and $K_{12}$ equally. The cross term contributes $2C\mu^2\,\mathbf d_i\cdot\mathbf d_j/[3(1+S)]$, where $\mathbf d_i$ is the first moment of $n_i$. The part $\chi_1\chi_2$ has no first moment and $\chi_i^2$ is centred on atom $i$, so $\mathbf d_2=-\mathbf d_1$ and $|\mathbf d_1|=D/2$, with $D=1.4$ bohr the bond length. To this order $K_{11}-K_{12}=C\mu^2D^2/[3(1+S)]=0.016$ hartree, compared with the computed 0.011 hartree. At $\mu=0.33$ bohr$^{-1}$ this term overestimates the difference by about half, so the argument is qualitative there; at $\mu=0.1$ bohr$^{-1}$ it agrees with the exact difference to within 5%.

### (d) An independent route to $K[w]$

In the H$_2$ basis of part (c) each basis function is a sum of s-type Gaussians. The formula below is restricted to such functions and does not cover the p functions of the water basis in part (e). The product of two of them, with exponents $a,b$ and centres $\mathbf A,\mathbf B$, follows by completing the square:

$$
e^{-a|\mathbf r-\mathbf A|^2}e^{-b|\mathbf r-\mathbf B|^2}
=e^{-\frac{ab}{p}|\mathbf A-\mathbf B|^2}\,e^{-p|\mathbf r-\mathbf P|^2},
$$

$$
p=a+b,\qquad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p}.
$$

Its integral over space, $e^{-ab|\mathbf A-\mathbf B|^2/p}(\pi/p)^{3/2}$, is a constant prefactor. What remains is a normalized Gaussian distribution for electron 1, with variance $1/(2p)$ along each axis. Electron 2 likewise has centre $\mathbf Q$ and variance $1/(2q)$.

The difference of two independent Gaussian variables is Gaussian, and the variances add. The separation $\mathbf r=\mathbf r_1-\mathbf r_2$ therefore has mean $\mathbf R=\mathbf P-\mathbf Q$ and variance

$$
\frac1{2p}+\frac1{2q}=\frac1{2\rho},\qquad \rho=\frac{pq}{p+q}.
$$

The average of the kernel is

$$
I=\left(\frac\rho\pi\right)^{3/2}\int g(r)\,e^{-\rho|\mathbf r-\mathbf R|^2}\,d^3r .
$$

Expand $|\mathbf r-\mathbf R|^2=r^2+R^2-2rRu$, where $u$ is the cosine of the angle between the vectors. The mean over directions is

$$
\frac12\int_{-1}^{1}e^{2\rho rRu}\,du=\frac{\sinh(2\rho rR)}{2\rho rR},
$$

and hence

$$
I=\left(\frac\rho\pi\right)^{3/2}\int_0^\infty4\pi r^2g(r)\,e^{-\rho(r^2+R^2)}\,\frac{\sinh(2\rho rR)}{2\rho rR}\,dr .
$$

For $R=0$ the last fraction is replaced by its limit, 1. The required integral is the sum of $I$ over all Gaussian products, weighted by their prefactors and contraction coefficients.

Setting $g=w$ and integrating numerically gives $K_{11}=0.472633$ and $K_{12}=0.444263$ hartree, in agreement with part (c). The largest difference from any of the three forms is about $10^{-14}$ hartree, which is at the level of floating-point rounding.

This direct matrix also allows the coefficients to be fitted without the relations of part (a). The fits return $(0.19,0.46)$, $(0.19,0.65)$ and $(0.65,-0.46)$ in the three conventions. Such a fit needs two component matrices that are not proportional. The different SR and LR ratios in part (c) show that this condition holds here.

### (e) Water and the effect of a wrong assignment

**Data.** The OH length is 1.8 bohr, the angle is $104.5^\circ$, and the 6-31G basis has 13 functions. The density matrix is that of a restricted Hartree–Fock calculation and is held fixed. For a closed shell,

$$
E_x=-\frac14\sum_{ij}P_{ij}K_{ij}.
$$

The component energies in hartree are $E_{\rm full}=-8.958140$, $E_{\rm SR}=-7.226608$ and $E_{\rm LR}=-1.731533$.

**Correct energy.** Since $E_x$ is linear in $K$ at fixed $P$, the same coefficients apply:

$$
\begin{aligned}
0.19E_{\rm full}+0.46E_{\rm LR}&=-1.70205-0.79651=-2.49856,\\
0.19E_{\rm SR}+0.65E_{\rm LR}&=-1.37306-1.12550=-2.49856,\\
0.65E_{\rm full}-0.46E_{\rm SR}&=-5.82279+3.32424=-2.49855 .
\end{aligned}
$$

With unrounded terms each is $-2.498552$ hartree. Equal energies alone would not prove equal matrices, so the matrices were compared element by element: they differ by at most about $2\times10^{-14}$ hartree. The equality was also tested with an arbitrary nonsymmetric $P$, as (1) requires no property of the density matrix.

**Wrong use of the full-plus-short form.** Equation (1) gives

$$
0.19K_{\rm full}+0.46K_{\rm SR}=0.65K_{\rm SR}+0.19K_{\rm LR}.
$$

The short- and long-range fractions have been interchanged. Subtracting the correct energy leaves

$$
\Delta E=0.46(E_{\rm SR}-E_{\rm LR})=0.46(-5.495075)=-2.5277\ \text{hartree}.
$$

The wrong energy is $-5.0263$ hartree, and the error is 101% of the magnitude of the correct exact-exchange term. It is large because 81% of the exchange energy of water is short-ranged, so $E_{\rm SR}$ and $E_{\rm LR}$ are far from cancelling in $\Delta E$. The main cause is the compact oxygen 1s orbital. Its self-exchange alone contributes $-4.369$ hartree to $E_{\rm SR}$ and only $-0.371$ hartree to $E_{\rm LR}$; for the exchange among the valence orbitals the short-range share is 65%. The small size of the molecule is not a sufficient explanation: for the still smaller H$_2$ of part (c), the matrix elements give a short-range share of only 52%.

**Wrong use of the short-long form.** The expression $0.19K_{\rm SR}+0.46K_{\rm LR}$ takes the increase $\beta$ for the long-range fraction and so loses $0.19K_{\rm LR}$:

$$
\Delta E=(0.46-0.65)E_{\rm LR}=-0.19(-1.731533)=+0.3290\ \text{hartree}.
$$

The wrong energy is $-2.1696$ hartree, and the error is 13% of the same reference.

**Conditions for equality.** All components must share one $\mu$, one basis and one $P$. If the integrals are approximated so that (1) no longer holds, the first two forms differ by $\alpha(K_{\rm full}-K_{\rm SR}-K_{\rm LR})$, even with correctly translated coefficients. The values above are finite-basis exact-exchange contributions, not total CAM-B3LYP energies. Their digits belong to the 6-31G basis. In cc-pVDZ, cc-pVTZ and aug-cc-pVTZ, $E_{\rm full}$ moves by up to 0.024 hartree, the correct energy by up to 0.006 hartree, and the two errors by up to 0.009 and 0.0006 hartree. The ratios 81%, 101% and 13% are unchanged, and the valence share stays between 65% and 66%. The short-range share of H$_2$ is 51.5% in cc-pVTZ.

## Numbers as computed

```
alpha, beta: 0.19, 0.46; mu = 0.33 bohr^-1
short, long fractions: 0.19, 0.65
full, short-range coefficients: 0.65, -0.46
libxc stored mu, full, short: 0.33 bohr^-1, 0.65, -0.46
exchange fraction at r = 1e-10 bohr: 0.190000
exchange fraction at r = 1 bohr: 0.355268
exchange fraction at r = 3.03 bohr: 0.577642
exchange fraction at r = 10 bohr: 0.649999
exchange fraction at r = 100 bohr: 0.650000
H2, STO-3G: bond = 1.4 bohr, S = 0.659318, P element = 0.602657
H2 integrals (hartree): (11|11), (11|12), (12|12), (11|22)
  full 0.774606 0.444108 0.297029 0.569676
  SR   0.444487 0.231707 0.156562 0.257249
  LR   0.330119 0.212401 0.140467 0.312427
H2 exchange matrix elements (hartree): K11, K12
  full 1.181118 1.057615
  SR   0.641506 0.528666
  LR   0.539611 0.528949
  alpha-beta       0.472633 0.444263
  short-long       0.472633 0.444263
  full-plus-short  0.472633 0.444263
  direct quadrature 0.472633 0.444263
H2 largest form-quadrature difference: 1.0e-14 hartree
recovered coefficients of full, LR: 0.19000, 0.46000
recovered coefficients of SR, LR: 0.19000, 0.65000
recovered coefficients of full, SR: 0.65000, -0.46000
water, 6-31G: OH = 1.8 bohr, angle = 104.5 degrees, basis functions = 13
water exchange energy, full: -8.958140 hartree
water exchange energy, SR: -7.226608 hartree
water exchange energy, LR: -1.731533 hartree
water energy, alpha-beta: -2.498552 hartree
water energy, short-long: -2.498552 hartree
water energy, full-plus-short: -2.498552 hartree
water largest difference among forms: 2.1e-14 hartree
wrong: (0.19, 0.46) in full-short slots: -5.026286 hartree
  error: -2.527734 hartree
wrong: (0.19, 0.46) in short-long slots: -2.169561 hartree
  error: 0.328991 hartree
```
